\section*{Sputter yield from a linear collision cascade: derivation and limits}

\section{First half: from the cascade to the yield}

\subsection{What has to be decided}

The rate at which ions erode a solid by sputtering follows from the ion flux and the sputter yield $Y$, the mean number of target atoms removed per incident ion. Suppose that $Y$ is known for one ion energy and one surface binding energy, and is wanted for others. One must decide whether the known value may be rescaled or whether the collisions have to be simulated again. Rescaling rests on the relation
\begin{equation}
Y=\Lambda F_D(0),\qquad \Lambda=\frac{3}{4\pi^2NC_0U}.
\label{yield}
\end{equation}
Here $F_D(x)$ is the energy per unit depth and per ion that goes into atomic recoils at depth $x$, with the surface at $x=0$. The number density of the target is $N$, the surface binding energy is $U$, and $C_0$ is the constant of the low-energy collision law introduced below.

Equation \eqref{yield} is an asymptotic result of a particular model. In that model $Y$ is proportional to $F_D(0)$ and to $1/U$ when $N$ and $C_0$ are held fixed. The first proportionality comes from energy conservation. The second depends on the collision law, and another law gives another power of $U$.

\subsection{The model}

The target consists of one kind of atom, arranged at random. A moving atom collides with one resting atom at a time, and moving atoms do not meet each other. The contributions of different moving atoms can therefore be added, which is the meaning of a \emph{linear} cascade. Energy spent on leaving a site in the bulk is neglected, and so is energy lost to electrons at low energy.

An atom of energy $E$ transfers energy $T$ to a resting atom with the cross section
\begin{equation}
d\sigma=C_0\frac{dT}{T},\qquad 0<T<E.
\label{cross}
\end{equation}
The upper limit is $E$ because the masses are equal. The constant $C_0$ is an area. The stopping cross section, the integral of $T\,d\sigma$, is
\begin{equation}
S(E)=\int_0^E T\,C_0\frac{dT}{T}=C_0E .
\end{equation}
An atom thus loses on average the energy $NC_0E$ per unit path, and the natural length of the problem is $\ell_0=1/(NC_0)$.

\subsection{An equation for the track length}

Let one atom start with energy $E$. It sets others in motion, and these do the same. Define $G(E,E_0)\,dE_0$ as the mean path length covered by all atoms of this cascade together while their energies lie between $E_0$ and $E_0+dE_0$.

Consider the first short piece of path $\delta\ell$. The starting atom contributes $\delta\ell\,\delta(E-E_0)$ to $G$. With probability $N\delta\ell\,d\sigma$ it collides, and two atoms with energies $E-T$ and $T$ continue. Otherwise it continues with energy $E$. Hence
\begin{align}
G(E,E_0)={}&\delta\ell\,\delta(E-E_0)
+\Bigl(1-N\delta\ell\int d\sigma\Bigr)G(E,E_0)\nonumber\\
&+N\delta\ell\int d\sigma\,\bigl[G(E-T,E_0)+G(T,E_0)\bigr].
\end{align}
The terms $G(E,E_0)$ without a factor $\delta\ell$ cancel. Division by $\delta\ell$ gives
\begin{equation}
N\int d\sigma\,\bigl[G(E,E_0)-G(E-T,E_0)-G(T,E_0)\bigr]=\delta(E-E_0).
\label{balance}
\end{equation}
The total cross section diverges at small $T$. One may introduce a lower limit for $T$ and remove it in \eqref{balance}: the difference $G(E)-G(E-T)$ is proportional to $T$ there, and $G(T,E_0)$ vanishes for $T<E_0$.

\subsection{The collision kernel}

Insert a power $E^s$ in place of $G$ and write $T=tE$. Since $dT/T=dt/t$,
\begin{equation}
\int_0^E\!C_0\frac{dT}{T}\bigl[E^s-(E-T)^s-T^s\bigr]=C_0E^s\kappa(s),
\end{equation}
\begin{equation}
\kappa(s)=\int_0^1\frac{dt}{t}\bigl[1-(1-t)^s-t^s\bigr].
\label{kappa}
\end{equation}
For the first two terms set $v=1-t$ and expand $1/(1-v)=\sum_{n\ge0}v^n$:
\begin{align}
\int_0^1\frac{1-v^s}{1-v}\,dv
&=\sum_{n=0}^\infty\left(\frac1{n+1}-\frac1{n+1+s}\right)\nonumber\\
&=\psi(s+1)-\psi(1).
\label{digamma}
\end{align}
The last step is the series of the digamma function $\psi$, the logarithmic derivative of the gamma function. The third term of \eqref{kappa} gives $-1/s$. With $\psi(s+1)=\psi(s)+1/s$ the fractions cancel, and
\begin{equation}
\kappa(s)=\psi(s)-\psi(1).
\label{kernel}
\end{equation}

The kernel vanishes at $s=1$. This is energy conservation, because for $s=1$ the bracket in \eqref{kappa} is $1-(1-t)-t=0$. The slope follows from the same series:
\begin{equation}
\kappa'(1)=\psi'(1)=\sum_{n=0}^\infty\frac1{(n+1)^2}=\frac{\pi^2}{6}.
\end{equation}

The other zeros fix the corrections. From the series,
\begin{equation}
\kappa(s)=\sum_{n=0}^{\infty}\left(\frac{1}{n+1}-\frac{1}{n+s}\right).
\end{equation}
The imaginary part of $-1/(n+s)$ is $\operatorname{Im}s/|n+s|^2$. All terms have the same sign, so $\kappa$ cannot vanish unless $s$ is real. On the real axis $\kappa$ increases between its poles at $0,-1,-2,\dots$. There is then one zero at positive $s$, which is $s=1$, and the next lies between $-1$ and $0$.

\subsection{Track length at low energy}

Superpose powers along a vertical line with real part $c>1$:
\begin{equation}
G(E,E_0)=\int_{c-i\infty}^{c+i\infty}\frac{ds}{2\pi i}\,g(s)E^s .
\end{equation}
The delta function has a similar form. With $y=\ln(E/E_0)$ one has $\delta(E-E_0)=\delta(y)/E_0$, and the Fourier integral for $\delta(y)$ gives
\begin{equation}
\delta(E-E_0)=\frac1{E_0}\int_{c-i\infty}^{c+i\infty}\frac{ds}{2\pi i}
\left(\frac E{E_0}\right)^s .
\label{delta}
\end{equation}
The shift of the line by $c$ adds a factor $e^{cy}$, which is one at $y=0$. Equation \eqref{balance} then requires $NC_0\kappa(s)g(s)=E_0^{-s-1}$, so
\begin{equation}
G(E,E_0)=\int_{c-i\infty}^{c+i\infty}\frac{ds}{2\pi i}\,
\frac{E^sE_0^{-s-1}}{NC_0\kappa(s)} .
\label{mellin}
\end{equation}
For $E<E_0$ the line is moved to the right, where it meets no pole, and $G=0$: no atom has more energy than the first one. For $E>E_0$ it is moved to the left. The first pole is at $s=1$, with residue
\begin{equation}
G(E,E_0)\simeq\frac{6}{\pi^2}\frac{E}{NC_0E_0^2},\qquad E\gg E_0 .
\label{track}
\end{equation}
The factor $E$ says that, far below the starting energy, the cascade remembers how much energy was supplied. The factor $E_0^{-2}$ says that most of the track length belongs to slow atoms.

\subsection{From sources to the flux through the surface}

The fast part of the cascade can be followed until each atom has fallen below an energy $E_*$, with $U\ll E_*$ and $E_*$ far below the ion energy. The atoms at that moment are the sources of small cascades. Let $n(x,E)\,dE\,dx$ be their number per ion. Energy conservation gives
\begin{equation}
\int E\,n(x,E)\,dE=F_D(x),
\label{source}
\end{equation}
if the profile varies little over the size of a small cascade. For the law \eqref{cross} this size is about one to two $\ell_0$ and grows slowly with the source energy. Some sources have energies comparable with $U$, for which \eqref{track} does not hold. They matter little: the transferred energy is distributed as $T\,d\sigma=C_0\,dT$, so recoils born below a few $U$ carry a fraction of the energy of order $U/E_*$.

The track length per unit depth and energy is the sum over sources. By \eqref{track} and \eqref{source},
\begin{equation}
\Phi(x,E_0)=\int n(x,E)\,G(E,E_0)\,dE=\frac{6F_D(x)}{\pi^2NC_0E_0^2}.
\end{equation}

An atom moving at angle $\theta$ to the outward normal covers the path $dx/\cos\theta$ in a layer of thickness $dx$. The number of crossings is therefore the track length per depth times $\cos\theta$. If the slow atoms move equally in all directions, the number of outward crossings of $x=0$ per ion, energy and solid angle is
\begin{equation}
J(E_0,\theta)=\frac{\cos\theta}{4\pi}\,\Phi(0,E_0),\qquad 0\le\theta<\frac{\pi}{2}.
\label{flux}
\end{equation}
Here the surface is a plane drawn inside an infinite medium. The second half treats the difference made by the vacuum.

\subsection{The surface barrier and the result}

For a planar barrier the force acts along the normal. An atom escapes if the energy of its normal motion exceeds $U$, that is if $E_0\cos^2\theta>U$. With $\mu=\cos\theta$ the angular integral is
\begin{equation}
2\pi\int_{\sqrt{U/E_0}}^1\mu\,d\mu=\pi\left(1-\frac U{E_0}\right).
\end{equation}
The energy integral is
\begin{equation}
\int_U^\infty\left(\frac1{E_0^2}-\frac U{E_0^3}\right)dE_0
=\frac1U-\frac1{2U}=\frac1{2U}.
\label{energyint}
\end{equation}
Collecting the factors,
\begin{equation}
Y=\frac{6F_D(0)}{\pi^2NC_0}\cdot\frac1{4\pi}\cdot\pi\cdot\frac1{2U}
=\frac{3F_D(0)}{4\pi^2NC_0U},
\end{equation}
which is \eqref{yield}. If the barrier acted on the total energy, so that $E_0>U$ sufficed, the angular integral would be $\pi$ and the energy integral $1/U$. The yield would double, with the same dependence on $U$.

The infinite upper limit in \eqref{energyint} needs a reason, since no atom is faster than its source. Let $y(E)$ be the number of escaping outward crossings of a plane, integrated over the height of the plane, for one source with random direction. It is a length, and $y(E)/E$ takes the place of $\Lambda$. Integrating \eqref{mellin} with the weight $(1-U/E_0)/4$ gives
\begin{equation}
y(E)=\int_{c-i\infty}^{c+i\infty}\frac{ds}{2\pi i}\,
\frac{(E/U)^s}{4NC_0\,s(s+1)\kappa(s)} .
\label{score}
\end{equation}
The pole at $s=1$ gives $\Lambda E$. At $s=0$ there is no pole, because $\kappa$ is infinite there. The next term comes from the zero of $\kappa$ between $-1$ and $0$. Relative to the first it falls faster than $U/E$.

\subsection{Energies of the emitted atoms}

An atom that escapes has the energy $E_1=E_0-U$ outside. The integrand of \eqref{energyint} is $(E_0-U)/E_0^3$, so the normalized spectrum is
\begin{equation}
p(E_1)=\frac{2UE_1}{(E_1+U)^3},\qquad
\int_0^{E_1}p\,dE=\left(\frac{E_1}{E_1+U}\right)^2 .
\end{equation}
Half of the atoms lie below the energy at which $E_1/(E_1+U)=1/\sqrt2$. Solving for $E_1$ gives $E_1=U/(\sqrt2-1)=(1+\sqrt2)U\approx2.41\,U$. In this model a larger $U$ lowers the yield and raises the energy scale of the emitted atoms.

\subsection{A numerical case}

Take round model parameters $N=0.05$~\AA$^{-3}$, $C_0=1.8$~\AA$^2$, $U=4$~eV and $F_D(0)=20$~eV/\AA. Then
\begin{align}
\ell_0&=\frac1{0.05\times1.8}\ \text{\AA}=11.1\ \text{\AA},\\
\Lambda&=0.0760\times\frac{11.1\ \text{\AA}}{4\ \text{eV}}
=0.211\ \text{\AA/eV},\\
Y&=0.211\times20=4.22\ \text{atoms per ion}.
\end{align}
The number $0.0760$ is $3/(4\pi^2)$. Doubling $F_D(0)$ alone gives $8.44$, and doubling $U$ alone gives $2.11$. The median energy of the emitted atoms is $9.7$~eV. A change of material would alter $N$, $C_0$ and $F_D(0)$ together with $U$, so the ratio of two binding energies does not by itself give the ratio of two yields.

\section{Second half: corrections and limits}

\subsection{Symbols and results taken over}

The yield per ion is $Y=\Lambda F_D(0)$ with $\Lambda=3/(4\pi^2NC_0U)$. Here $F_D(x)$ is the recoil energy deposited per depth, $N$ the number density, $U$ the planar barrier, and $C_0$ the constant in $d\sigma=C_0\,dT/T$. The unit of length is $\ell_0=1/(NC_0)$. The kernel $\kappa(s)=\psi(s)-\psi(1)$ has a zero at $s=1$ with slope $\pi^2/6$, and its next zero lies between $-1$ and $0$. For one source of energy $E$ and random direction, $y(E)\simeq\Lambda E$ is the number of escaping outward crossings integrated over height. The model case has $\ell_0=11.1$~\AA, $U=4$~eV, $F_D(0)=20$~eV/\AA\ and $Y=4.22$.

\subsection{Following single collisions}

The quantity $y(E)$ can also be found by a Monte Carlo calculation that does not use the asymptotic solution. Free paths, energy transfers and azimuths are drawn at random, and both atoms are followed after each collision until their energies fall below $U$. An outward flight of length $\ell$ crosses all planes within its vertical extent $\ell\mu$, where $\mu$ is the cosine to the outward normal. It therefore adds $\ell\mu$ to $y$ if $E\mu^2>U$. Transfers below $0.01\,U$ are replaced by their mean energy loss.

From 9000 sources of energy $300\,U$, with directions spread evenly over the sphere, $y/E$ is $0.0760$ in units of $\ell_0/U$, with a standard error of $0.0002$. The formula gives the same $0.0760$. When the same cascades are scored with the barrier $4U$, the change corresponds to $Y\propto U^{-p}$ with $p=1.00$.

\subsection{The power of the binding energy}

Other collision laws, which for $m>0$ belong to a softer repulsion than $m=0$, are described by
\begin{equation}
d\sigma=C_mE^{-m}T^{-1-m}\,dT,\qquad 0\le m<\tfrac12 .
\label{generalcross}
\end{equation}
With $T=tE$, a power $E^s$ now yields $C_mE^{s-2m}\kappa_m(s)$, where
\begin{equation}
\kappa_m(s)=\int_0^1dt\,t^{-1-m}\bigl[1-(1-t)^s-t^s\bigr].
\label{kappam}
\end{equation}
Energy conservation again puts a zero at $s=1$. No zero lies to its right: for $\operatorname{Re}s=\sigma>1$ the real part of the bracket is at least $1-(1-t)^\sigma-t^\sigma$, which is positive. On the line $\sigma=1$ this bound is zero, but the real part reaches it for all $t$ only at $s=1$, so there is no other zero on that line.

For the slope at $s=1$, differentiate under the integral:
\begin{equation}
\kappa_m'(1)=-\int_0^1dt\,t^{-1-m}\bigl[(1-t)\ln(1-t)+t\ln t\bigr].
\end{equation}
The second term gives $-\int_0^1t^{-m}\ln t\,dt=1/(1-m)^2$. For the first, expand $-\ln(1-t)=\sum_{n\ge1}t^n/n$, which leads to
\begin{equation}
-\int_0^1t^{a-1}\ln(1-t)\,dt=\sum_{n=1}^\infty\frac1{n(n+a)}
=\frac{\psi(a+1)-\psi(1)}a .
\end{equation}
Because $t^{-1-m}(1-t)=t^{-1-m}-t^{-m}$, this is needed at $a=-m$ and at $a=1-m$. Write $D=\psi(1)-\psi(1-m)$ and use $\psi(2-m)=\psi(1-m)+1/(1-m)$. The first term becomes
\begin{equation}
\frac Dm-\frac1{1-m}\left(\frac1{1-m}-D\right)
=\frac D{m(1-m)}-\frac1{(1-m)^2}.
\end{equation}
The squares cancel in the sum, and
\begin{equation}
\kappa_m'(1)=\frac{D}{m(1-m)}=\frac1{(1-m)\Gamma_m},\qquad
\Gamma_m=\frac m{\psi(1)-\psi(1-m)} .
\end{equation}
For $m\to0$ the denominator of $\Gamma_m$ tends to $m\psi'(1)$, so $\Gamma_0=6/\pi^2$.

In \eqref{delta} a factor $(E/E_0)^{-2m}$ may be inserted, since it is one at $E=E_0$. The steps that led to \eqref{track} then give
\begin{equation}
G(E,E_0)\simeq\frac{(1-m)\Gamma_m}{NC_m}\,E\,E_0^{2m-2}.
\end{equation}
The barrier weight is unchanged, and
\begin{align}
\int_U^\infty E_0^{2m-2}\left(1-\frac U{E_0}\right)dE_0
&=U^{2m-1}\left(\frac1{1-2m}-\frac1{2-2m}\right)\nonumber\\
&=\frac{U^{2m-1}}{2(1-m)(1-2m)} .
\end{align}
With the factor $1/4$ from the angles,
\begin{equation}
Y=\frac{\Gamma_m}{8(1-2m)}\,\frac{F_D(0)\,U^{2m-1}}{NC_m}.
\label{yieldm}
\end{equation}
The yield remains proportional to the deposited energy, while the power of $U$ is $-1$ for $m=0$ and weaker for $m>0$.

At finite source energy the barrier integral contributes a further pole, at $s=2m$. It adds $E^{2m}/[4NC_m\kappa_m(2m)]$ to $y$. This term is independent of $U$ and negative, because the bracket in \eqref{kappam} is negative for $m<s<1$. For $m=0$ it vanishes, since $\kappa(0)$ is infinite.

For $m=0.2$ and $E=300\,U$, with $U$ and $NC_m$ set to one, the leading term is $32.2$ and both terms together give $31.7$. The Monte Carlo calculation with 3000 sources gives $31.6$. Between the barriers $U$ and $4U$ the simulated exponent is $p=0.62$. The two-term formula also gives $0.62$, and the high-energy limit is $0.60$. With $p=0.60$, doubling $U$ multiplies the yield by $2^{-0.6}\approx0.66$ instead of $0.5$.

\subsection{The momentum that remains}

From here on $m=0$. The flux was taken as isotropic, although the ion brings momentum into the target. Let $y(E,\mu)$ be the score of a source that starts with cosine $\mu$. On a path $\delta\ell$ the atom itself scores $w\,\delta\ell$, where $w=\mu$ if $\mu>\sqrt{U/E}$ and $w=0$ otherwise. The balance over the first piece of path then has the form of \eqref{balance}, with $w$ in place of the delta function.

The directions after a collision follow from conservation. For equal masses, $\mathbf p=\mathbf p_1+\mathbf p_2$ and $p^2=p_1^2+p_2^2$ require $\mathbf p_1\cdot\mathbf p_2=0$. Therefore $\mathbf p\cdot\mathbf p_1=p_1^2$, and the cosine between the old and the new direction is $p_1/p$. It is $\sqrt{1-t}$ for the scattered atom and $\sqrt t$ for the recoil.

Write $y(E,\mu)=y_0(E)+\mu\,y_1(E)+\dots$ in Legendre polynomials. Averaged over azimuth, the new $\mu$ is the old one times the cosine just found. The kernel for $y_1$ is then
\begin{equation}
\kappa_1(s)=\int_0^1\frac{dt}t\bigl[1-(1-t)^{s+1/2}-t^{s+1/2}\bigr]
=\psi(s+\tfrac12)-\psi(1).
\end{equation}
Its largest zero is $s=\frac12$, again with slope $\pi^2/6$. A quantity that grows as $\sqrt E$ is conserved, and this is momentum.

The corresponding part of $w$ is, for $E>U$,
\begin{equation}
w_1(E)=\frac32\int_{\sqrt{U/E}}^1\mu^2\,d\mu
=\frac12\left[1-\left(\frac UE\right)^{3/2}\right].
\end{equation}
Its transform is
\begin{equation}
\int_U^\infty w_1E^{-s-1}dE=\frac{U^{-s}}2\left(\frac1s-\frac1{s+3/2}\right)
=\frac{3U^{-s}}{4s(s+3/2)},
\end{equation}
and hence
\begin{equation}
y_1(E)=\int_{c-i\infty}^{c+i\infty}\frac{ds}{2\pi i}\,
\frac{3(E/U)^s}{4NC_0\,s(s+3/2)\kappa_1(s)} .
\label{y1}
\end{equation}
At $s=\frac12$ the product $s(s+\frac32)$ is one. At $s=0$ one needs $\kappa_1(0)=\psi(\frac12)-\psi(1)=-2\ln2$. The two poles give
\begin{equation}
y_1(E)\simeq\ell_0\left[\frac9{2\pi^2}\sqrt{\frac EU}-\frac1{4\ln2}\right].
\end{equation}
For $E=300\,U$ this is $7.54\,\ell_0$, and the simulated cascades give $7.51\,\ell_0$. Dividing the leading term by $y_0=\Lambda E$ yields
\begin{equation}
\frac{\mu y_1}{y_0}\simeq6\mu\sqrt{\frac UE}.
\label{momentum}
\end{equation}

The correction falls slowly with energy. Sources of $1000$~eV with mean outward cosine $-0.1$ and $U=4$~eV change the yield at leading order by $6\times(-0.1)\times\sqrt{0.004}=-3.8\,\%$; with the constant term of $y_1$ the change is $-3.6\,\%$. If all sources moved straight inward, the leading estimate would be ten times larger.

\subsection{How local the deposited energy must be}

A small cascade has a finite size, so an atom crossing the surface traces back to a source at some depth. Let $M(E,\mu)$ be the score weighted with height above the source. The first piece of path raises the origin of everything that follows by $\mu\,\delta\ell$, which adds $\mu\,\delta\ell\,y(E,\mu)$ to $M$. The balance for $M$ thus has $\mu y$ on its right-hand side. For random starting directions the mean of $\mu y$ is $y_1/3$, because the mean of $\mu^2$ is $1/3$. With \eqref{y1},
\begin{equation}
M_0(E)=\ell_0^2\int_{c-i\infty}^{c+i\infty}\frac{ds}{2\pi i}\,
\frac{(E/U)^s}{4s(s+3/2)\kappa_1(s)\kappa(s)} .
\end{equation}
At $s=1$, $4s(s+\frac32)=10$ and $\kappa_1(1)=\psi(\frac32)-\psi(1)=2-2\ln2$. The leading term is
\begin{equation}
M_0\simeq\frac{6}{\pi^2}\,\frac{\ell_0^2}{20(1-\ln2)}\,\frac EU .
\end{equation}
Division by $y_0=3\ell_0E/(4\pi^2U)$ gives the mean depth of the sources
\begin{equation}
d=\frac{2\ell_0}{5(1-\ln2)}\approx1.30\,\ell_0 .
\end{equation}
This is the depth at which the energy was supplied. It is not the depth at which the emitted atom itself was set in motion, which at a surface is smaller, about $0.7\,\ell_0$ in this model. The pole at $s=\frac12$ has $4s(s+\frac32)=4$ and $\kappa(\frac12)=-2\ln2$. It changes $d$ by $-(\ell_0/\ln2)\sqrt{U/E}$. At $300\,U$ the two terms give $1.220\,\ell_0$, and the simulation gives $1.225\,\ell_0$.

For a linear profile the yield is the sum over sources at their own depths:
\begin{equation}
Y\simeq\Lambda\bigl[F_D(0)+d\,F_D'(0)\bigr].
\label{gradient}
\end{equation}
An isotropic source does not displace the mean position of the deposited energy, so a linear source profile and the resulting deposited profile coincide. In the model case $d=14.5$~\AA. A slope $F_D'(0)=0.2$~eV/\AA$^2$ adds $14.5\times0.2=2.9$~eV/\AA\ to the $20$~eV/\AA, which raises the yield by $14.5\,\%$ in the infinite medium. There some of the sources lie beyond the plane $x=0$. A real surface has none there, so its mean source depth is different and the percentage is only an estimate. In the infinite medium, \eqref{yield} thus needs at least a profile that varies little over $1.3\,\ell_0$. For a curved source profile the width of the cascades also enters; it is about one to two $\ell_0$ and grows slowly with the source energy. At a real surface the corresponding length can be larger and depends on the source energy.

\subsection{The effect of the vacuum}

An infinite medium also contains atoms beyond $x=0$ that return and cross again. Consider a uniform isotropic source. Each atom that crosses outward then has a mirror image that crosses inward. The medium below the plane behaves like a half-space whose wall reflects every atom. At a real surface, atoms that pass the barrier leave, and their later crossings, with those of the recoils they would have produced, are missing. At equal energy supply the yield is lower.

To measure the reduction, 30\,000 sources of energy $40\,U$ were spread over a depth of $8\,\ell_0$ below the wall. With full reflection the coefficient of $\ell_0F_D/U$ was $0.075$. When atoms that passed the barrier left, it was $0.070$, which is $0.92$ of the analytic value. For the model case with sources of $40\,U=160$~eV, this factor lowers $4.22$ to about $3.9$ atoms per ion. The factor depends on the source energy. By \eqref{track}, every factor of ten in atom energy below the source energy carries about the same energy through the plane, so sources of higher energy lose more to the vacuum and their factor is smaller. The value also belongs to a uniform isotropic source and need not hold for the profile of a real ion.

\subsection{Real targets}

The model parameters have a size found for many metals: their densities are roughly $0.05$ to $0.1$~\AA$^{-3}$ and binding energies a few eV. A yield of a few atoms per ion is also the rough size known for heavy ions of keV energy. The least certain parameter is $C_0$, since \eqref{cross} replaces the true cross section at eV energies by a power law, and $Y$ varies as $1/C_0$. The momentum, gradient and vacuum corrections above use $m=0$ up to the source energy, whereas collisions at hundreds of eV follow a softer law, so their values are only indicative. A crystalline target is not random, and its yield can depend on the orientation of the crystal. In plasma etching the ion energy may be near $100$~eV. With $U=4$~eV, \eqref{momentum} then gives $6\sqrt{0.04}=1.2$ for fully directed sources. The correction is then comparable to the leading term, and the first two terms of the expansion about an isotropic cascade no longer suffice. Very dense cascades break the assumption that moving atoms do not meet, and the present theory gives no estimate of that error. In a compound the components differ in mass, binding and surface concentration, so one $U$ and one $C_0$ do not determine the partial yields.

Rescaling by $F_D(0)/U$ is thus justified within this model when the collision law stays close to $m=0$, $N$ and $C_0$ are unchanged, the corrections \eqref{momentum} and \eqref{gradient} are small, and the vacuum factor is nearly the same in both cases. If the corrections or the vacuum factor differ appreciably between the two cases, the cascade has to be simulated again.
